Nucleation, growth and the transformation nose of an undercooled melt

**Problem**

A phase-change memory cell is set by crystallizing a glass and reset by melting it and cooling it before it can crystallize. The nucleation of crystals and their growth determine how long the first operation takes and how fast the cooling in the second must be. Consider a model material that crystallizes without change of composition, with

melting temperature Tm = 900 K,
heat of fusion per volume H = 6.0×10⁸ J/m³,
volume per atom v = 0.030 nm³,
crystal–liquid interface energy γ = 0.070 J/m²,
viscosity η = η0 exp[C/(T−T0)], with η0 = 10⁻⁴ Pa s, C = 2000 K, T0 = 350 K.

The interface energy does not depend on temperature. Crystal and liquid have equal heat capacities, so the entropy of fusion per volume keeps its value H/Tm, and the free energy gained per volume crystallized is

g = H − T(H/Tm) = H(1−x), x = T/Tm.

Nuclei form homogeneously, and atoms join a crystal by the jumps that control viscous flow. These are simplifications. In real cells crystals often nucleate at interfaces or regrow from a crystalline border, atomic jumps near the glass transition can be faster than the viscosity implies, and a glass being set may already hold small clusters left by its history.

(a) Find the nucleation rate I, per volume and time, and the growth speed u. Under what condition does I peak at a lower temperature than u?

(b) Find the time for half the material to crystallize at fixed temperature. Locate its minimum, the nose of the time-temperature-transformation (TTT) curve.

(c) Which constant cooling rate from the melt leaves half the material crystalline?

**First estimate by scaling**

A sphere of radius r costs surface energy and gains volume energy:

W(r) = 4πr²γ − (4π/3)r³g.

Setting dW/dr = 8πrγ − 4πr²g to zero gives r* = 2γ/g, and insertion gives the barrier

W* = 16πγ³/g² − (32π/3)γ³/g² = 16πγ³/(3g²).

With g = H(1−x) and T = xTm,

w ≡ W*/kT = B/[x(1−x)²], B = 16πγ³/(3H²kTm) = 1.285.

The viscosity exponent is A/(x−x0), with A = C/Tm = 2.222 and x0 = T0/Tm = 0.389. The barrier term diverges at x = 1 and the viscous term at x = x0. Crystallization is fast somewhere between.

For growth, the surplus of forward over backward jumps is proportional to 1−x near melting. Expanding the viscous exponent about x = 1 to first order gives

u ∝ (1−x) exp[−(1−x)/δ], δ = (1−x0)²/A = 0.611²/2.222 = 0.168.

The maximum is at 1−x = δ, so x ≈ 0.83, or about 750 K.

For nucleation, replace the slow factor 1/x in w by 1 and write y = 1−x. The total exponent B/y² + A/(1−x0−y) is least when

2B/y³ = A/(0.611−y)².

This gives y ≈ 0.387, so x ≈ 0.613, or about 552 K. Nucleation should peak some 200 K below growth.

The crystallized volume after time t is of order I t (number density) times (ut)³, so t ~ (Iu³)^(−1/4). The product Iu³ has one barrier factor and four viscous factors. Replacing A by 4A in the last equation gives y ≈ 0.302, a nose at x ≈ 0.698, or 628 K.

Let a = v^(1/3) = 0.311 nm and let k_a be the jump rate. Then I ~ (k_a/v)e^(−w) and u ~ a k_a, so

t ~ e^(w/4)/k_a.

With the Stokes–Einstein diffusivity D = kT/(3πaη) for a sphere of diameter a,

k_a = D/a² = kT/(3πvη).

At 628 K, η = 10⁻⁴ exp(2000/278) ≈ 0.133 Pa s and k_a ≈ 2.3×10⁸ s⁻¹. The simplified barrier is 1.285/0.302² ≈ 14.1, so

t ~ 34/(2.3×10⁸ s⁻¹) ≈ 0.15 µs.

Cooling from Tm to the nose within this time requires about (272 K)/(0.15 µs) ≈ 2×10⁹ K/s.

**Exact solution of the model**

*Growth speed.* An atom joins a surface site at rate k_a. Crystallizing it lowers the free energy by gv, so detailed balance fixes the reverse rate at k_a e^(−φ), where

φ = gv/kT = h(1−x)/x, h = Hv/(kTm) = 1.449.

Each net attachment per site advances the surface by a. If every surface site can accept atoms,

u = a k_a(1−e^(−φ)).

*Nucleation rate.* A cluster of n atoms has surface area (36π)^(1/3)(nv)^(2/3), hence S n^(2/3) sites of area a², with S = (36π)^(1/3). It gains atoms at the rate f_n = k_a S n^(2/3). Let W_n be its work of formation, and take the equilibrium cluster density to be

N_n = (1/v) exp(−W_n/kT).

If b_n is the loss rate, detailed balance requires f_n N_n = b_(n+1) N_(n+1). For actual densities c_n, the flux from size n to n+1 is therefore

J = f_n c_n − b_(n+1)c_(n+1) = f_n N_n [c_n/N_n − c_(n+1)/N_(n+1)].

In a steady state J is the same for all n. Divide by f_n N_n and sum. The bracket telescopes from 1 at the smallest clusters, held at equilibrium, to 0 at a large size where clusters are removed. Thus

1/I = Σ_n 1/(f_n N_n).

Large terms come from sizes near the critical number n* = 4πr*³/(3v), so the sum may be replaced by an integral. Put n = n*ρ³, where ρ = r/r*. Since W* = (4π/3)r*²γ, the surface part of W_n is 3W*ρ². Since g = 2γ/r*, the volume part is −2W*ρ³. With dn = 3n*ρ²dρ the factors ρ² cancel:

1/I = [3v n*^(1/3)/(k_a S)] ∫ exp[w(3ρ²−2ρ³)] dρ.

Setting ρ = 1+ε turns 3ρ²−2ρ³ into 1−3ε²−2ε³. For large w the Gaussian part gives e^w (π/3w)^(1/2), so

I = [k_a S/(3v n*^(1/3))] (3w/π)^(1/2) e^(−w).

Two substitutions simplify this. Because n*^(1/3) = (4π/3)^(1/3) r*/a and S/(4π/3)^(1/3) = 27^(1/3) = 3, the combination S/(3n*^(1/3)) equals a/r*. Because w = 4πr*²γ/(3kT), the square root equals 2r*(γ/kT)^(1/2). The critical radius cancels:

I = (2k_a/v)(γa²/kT)^(1/2) e^(−w).

The cubic term gives the leading correction. Expanding exp(−2wε³), the linear term averages to zero and the quadratic term gives 2w²⟨ε⁶⟩. With ⟨ε²⟩ = 1/(6w), this is 2w²·15/(6w)³ = 5/(36w). The integral grows by this fraction, so I is divided by 1+5/(36w). A numerical solution of the cluster equations at 620 K gives 0.992 times the simple formula, close to the 0.993 this correction predicts.

*Logarithmic slopes.* Since k_a ∝ x exp[−A/(x−x0)],

x d(ln k_a)/dx = 1 + Ax/(x−x0)² ≡ K.

Since dφ/dx = −h/x², the last factor in u contributes

x d ln(1−e^(−φ))/dx = −(h/x)/(e^φ−1) ≡ −s.

Since ln w = ln B − ln x − 2 ln(1−x),

x dw/dx = w[−1+2x/(1−x)] = w(3x−1)/(1−x) ≡ Q.

The prefactor of I also contains T^(−1/2), which contributes −1/2. Therefore

x d(ln u)/dx = K − s,
x d(ln I)/dx = K − 1/2 − Q.

*Each rate has one peak.* K falls as x rises, because the derivative of x/(x−x0)² is −(x+x0)/(x−x0)³. To see that s rises, use h/x = φ+h:

s = (φ+h)/(e^φ−1).

The ratio (e^φ−1)/φ = 1+φ/2+φ²/6+… increases with φ, so φ/(e^φ−1) decreases with φ. So does h/(e^φ−1). As φ falls with x, s rises with x. Finally, Q = B(3x−1)/[x(1−x)³], and the quotient rule gives

dQ/dx = B[3x(1−x) − (3x−1)(1−4x)]/[x²(1−x)⁴]
= B(9x²−4x+1)/[x²(1−x)⁴].

The numerator bracket is 9(x−2/9)²+5/9, which is positive, so Q rises too. Both slopes therefore fall steadily, from +∞ at x0 to −∞ at x = 1. Each crosses zero once.

*Order of the peaks.* At the growth peak x_u we have K = s. Nucleation peaks lower if and only if ln I is already falling there:

s − 1/2 − Q < 0.

For x_u > 1/3, inserting Q turns this into a condition on the barrier at the growth peak:

w > (s−1/2)(1−x_u)/(3x_u−1).

For x_u ≤ 1/3, Q is not positive while s = K > 1, so the order is reversed. The claim that nucleation peaks lower is thus conditional.

A simpler sufficient condition follows from e^φ−1 > φ, which gives s < (φ+h)/φ = 1/(1−x_u). Then (s−1/2)(1−x_u) < 1−(1−x_u)/2 = (1+x_u)/2, and it is enough that

w > (1+x_u)/[2(3x_u−1)].

The right side falls with x_u and equals 1 at x_u = 0.6. For a growth peak above 0.6 Tm, a barrier larger than kT at that peak guarantees the usual order.

The physical reason is that growth needs just a surplus of forward jumps, which a small undercooling provides. Nucleation must also pay for a surface, and near Tm that cost diverges.

Solving K = s and K = 1/2+Q for the given material yields

growth peak: x = 0.895, T = 806 K,
nucleation peak: x = 0.607, T = 547 K.

At 806 K the barrier is 131 kT, against a threshold of 0.51 kT. Since W* ∝ γ³, lowering γ to about 0.011 J/m² would reach the threshold. At 0.9 times that value the formula puts the nucleation peak at 814 K, above the growth peak. But a barrier of about half kT lies outside the large-w approximation used for I. That reversal is a property of the formula, not a reliable prediction for a material. The criterion was also tested by direct search over random parameters, with both orders occurring; that search uses the same formula for I, so it confirms the algebra of the criterion, not the validity of the formula at small barriers.

*Half-transformation time.* Let possible nuclei appear at random in space and time at rate I. A chosen point is still liquid at time t if no nucleus born at an earlier t′ lies within the distance u(t−t′). The expected number of such nuclei is

E = ∫₀ᵗ I(4π/3)u³(t−t′)³dt′ = πIu³t⁴/3.

For independent random births the probability of finding none is e^(−E), so the crystalline fraction is

X = 1 − exp(−πIu³t⁴/3).

This count includes fictitious nuclei born inside existing crystals. They change nothing: if one is born at distance d from the centre of a crystal of radius R and inside it, then d ≤ R. Both radii grow at the same speed u, so its sphere stays inside. A simulation that discards such nuclei gives X = 0.505 where the formula gives 0.5, within the tolerance of 0.02 set for the test.

Setting X = 1/2 gives

t_half = [3 ln 2/(πIu³)]^(1/4).

*The nose.* The time is least where ln I + 3 ln u is greatest. Adding the slopes,

4K = 1/2 + Q + 3s.

The left side falls with x and the right side rises, so there is one nose. The summed slope is positive below both peaks and negative above both. The nose therefore lies between them. For the given material

x = 0.688, T = 619 K.

The balance there can be checked by hand: 4K = 4×18.118 = 72.47, and 0.5+65.18+3×2.263 = 72.47. With I = 5.08×10²⁸ m⁻³s⁻¹ and u = 0.02665 m/s,

t_half = [2.079/(π × 5.08×10²⁸ × 1.893×10⁻⁵)]^(1/4) s = 0.91 µs.

In that time a crystal grows by ut = 24 nm, well beyond r* = 0.75 nm, so neglecting the initial radius is reasonable. Points on the TTT curve are

T (K) | W*/kT | I (m⁻³s⁻¹) | u (m/s) | t_half (s)
450 | 10.3 | 1.1×10²⁷ | 1.1×10⁻⁷ | 2.6×10⁻²
547 | 13.7 | 7.1×10²⁹ | 1.9×10⁻³ | 3.4×10⁻⁶
619 | 19.2 | 5.1×10²⁸ | 2.7×10⁻² | 9.1×10⁻⁷
700 | 33.5 | 1.9×10²³ | 1.2×10⁻¹ | 6.8×10⁻⁶
806 | 131 | 4.1×10⁻¹⁹ | 2.4×10⁻¹ | 1.0×10⁵

The lower branch is slow because atoms hardly move, even though the barrier is smaller there. The upper branch is slow because nuclei are missing. At 806 K growth is fastest, yet the formula gives about a day for half transformation by homogeneous nucleation. The formula assumes a sample much larger than the growth distance ut, which there is 0.237 m/s × 1.05×10⁵ s ≈ 25 km. A much smaller sample of volume V waits a time of order 1/(IV) for its first nucleus, which is far longer still. A crystal already present at the edge of the melt would not have to wait.

*Cooling at a constant rate R.* A nucleus born at temperature T′ grows while the sample cools further. Since dt = −dT/R, its final radius is U(T′)/R, where

U(T′) = ∫ u(T″)dT″, T″ from T0 to T′.

The expected number of nuclei reaching a chosen point is then

E = (4π/3)R^(−4) ∫ I(T′)U(T′)³dT′, T′ from T0 to Tm.

Three powers of 1/R come from the radius and one from the time available for births. Setting E = ln 2 gives

R_half = {[4π/(3 ln 2)] ∫ I U³ dT′}^(1/4) = 5.6×10⁷ K/s.

Faster cooling leaves less than half crystalline. This rate holds for a melt with no crystal at its border. A bordering crystal needs no nucleus and advances by U(Tm)/R, with U(Tm) ≈ 42 m K/s in this model, or about 0.75 µm at R_half. In a cell whose melt touches crystal, keeping regrowth below 10 to 25 nm would need about (2–4)×10⁹ K/s, so there growth from the border, not R_half, fixes the required cooling.

**Comparison**

Quantity | scaling | exact solution
growth peak | 750 K | 806 K
nucleation peak | 552 K | 547 K
nose temperature | 628 K | 619 K
nose time | 0.15 µs | 0.91 µs
cooling rate | 2×10⁹ K/s | 5.6×10⁷ K/s

The growth estimate lies too low because it used the viscous slope at Tm, A/(1−x0)² = 5.95. At the true peak the slope A/(x−x0)² is 8.7, so viscosity stops the rise of u at a smaller undercooling.

The other two temperatures come out well for a traceable reason. A maximum depends on the slope of the barrier. The exact slope is

dw/dx = B[(3x−1)/x²]/(1−x)³,

and scaling replaced the bracket by 2. Between x = 1/2 and x = 1 the bracket stays between 2 and its maximum 9/4, reached at x = 2/3. The slope was therefore at most one eighth larger than assumed.

The time depends on the barrier itself, where the dropped factor 1/x matters. The barrier at the nose is 19.2 kT instead of 14.1 kT, which lengthens the time by e^(5.06/4) ≈ 3.5. Backward jumps multiply the growth speed by 1−e^(−φ) = 0.48 and contribute 0.48^(−3/4) ≈ 1.73. The lower nose temperature reduces k_a and contributes 1.30. The prefactor of I contributes 0.87 and the factor (3 ln 2/π)^(1/4) contributes 0.90. The product is 6.2, the ratio of the two times.

For the cooling rate a second error enters. Even with the exact nose, (900−619) K/(0.91 µs) = 3.1×10⁸ K/s is 5.5 times the integrated result. This estimate treats the whole descent from Tm as if it took place at the nose, which overstates crystallization. It also ignores what happens below the nose, which understates it. The first error dominates here, though the second is not small. Only about 9% of E has accumulated when the nose is passed, so counting the descent to the nose alone would give about 3×10⁷ K/s. The first error is thus a factor of about 10 in the rate, and the second a factor of about 1.8 in the opposite direction.

The sample must be much larger than the growth distance (ut = 24 nm at the nose, and U(Tm)/R for a cooled melt that borders on crystal), and the heat of fusion must be carried away fast enough for the temperature to follow the prescribed course: kept in the material, with a heat capacity of 3k per atom, the heat of complete crystallization would raise the temperature by Hv/(3k) ≈ 435 K. Starting at the nose, 281 K below Tm, the material would reach Tm with about 65% of it crystallized. Three further assumptions limit the absolute times. The first is steady nucleation. At the nose, starting from a liquid without clusters, the flux through size 2n* builds up gradually, and at long times the number of clusters that have passed approaches I(t − τ) with a time lag τ of about 63 ns if clusters are removed at that size (65 ns if they are not; the lag grows with the size chosen, from 26 ns at n* to 90 ns at 4n*). This is an offset in the count, not the time at which the flux becomes steady, which is longer. The lag is 7% of t_half; at 450 K the share is 20%. For a crystalline fraction of 10⁻⁶ the formula would give 0.91 µs × (10⁻⁶/0.693)^(1/4) ≈ 32 ns, shorter than the lag, so it cannot be used there.

The second is the normalization of N_n. The surface formula gives even a single atom a work W_1 = Sγa² − gv. Requiring N_1 = 1/v instead would multiply I by exp(W_1/kT). At the nose W_1/kT ≈ 3.8−0.7 = 3.1, so I would rise by a factor of about 20 and t_half would fall by about a factor of 2. Because this factor depends on temperature, it would also shift the nucleation peak and the nose, but only by a few kelvin. The temperatures and times found here belong to the stated convention.

The third is growth at the speed of a flat surface. The surface energy of a sphere reduces the free energy gained per volume from g to g(1−r*/r), so a young crystal grows more slowly than u. The relative deficit is of order r*/r. Summed over the growth, it costs a distance of order r* ln(ut/r*) ≈ 2.6 nm at the nose, out of 24 nm. The resulting delay is comparable to the nucleation lag. Both delays make the calculated t_half too short and R_half too high. With time-dependent cluster equations and size-dependent growth, t_half lengthens by about 13% at 619 K, about 20% at 450 and 547 K, and 1% at 700 K. The nose moves to about 622 K and 1.0 µs, and R_half falls by about 9%, to 5.1×10⁷ K/s.

The nucleation formula (against the cluster equations at 550, 620 and 700 K), the peak and nose temperatures, the table, the lag and the cooling rates of the exact solution are computed or checked by the accompanying numerical calculation; the scaling estimates, the factors in the comparison, the 32 ns estimate, the heating estimate, the W_1 estimate with its shifts, the estimate of slower early growth, the combined effect of both delays, the lags other than 63 ns, the split of the cooling error and the regrowth from a border are not part of that calculation.

Computed values

```
INPUT Tm = 900 K, H = 6.0e+08 J/m^3, v = 0.030 nm^3, gamma = 0.070 J/m^2
INPUT eta0 = 1.0e-04 Pa s, C = 2000 K, T0 = 350 K
atomic length a = 0.3107 nm
reduced: h = 1.4486, B = 1.2847, A = 2.2222, x0 = 0.3889
nucleation peak: x = 0.6075, T = 546.7 K
TTT nose:        x = 0.6877, T = 618.9 K
growth peak:     x = 0.8952, T = 805.7 K
at nose: K = 18.118, s = 2.263, Q = 65.183
at nose: dG = 1.874e+08 J/m^3, r* = 0.747 nm
nose time for X = 1/2: 9.110e-07 s = 911.0 ns
growth distance u t at nose = 24.28 nm
TABLE T(K) eta(Pa s) W*/kT n* I(1/m^3 s) u(m/s) t_half(s) lag/t_half
450.0 4.852e+04 10.28 14.2 1.083e+27 1.077e-07 2.645e-02 1.98e-01
500.0 6.174e+01 11.71 20.2 2.148e+29 8.431e-05 4.762e-05 1.90e-01
546.7 2.603e+00 13.73 29.3 7.079e+29 1.937e-03 3.368e-06 1.56e-01
618.9 1.699e-01 19.15 58.2 5.078e+28 2.665e-02 9.110e-07 6.87e-02
700.0 3.032e-02 33.45 161.6 1.869e+23 1.187e-01 6.782e-06 3.92e-03
750.0 1.484e-02 55.50 383.1 1.047e+14 1.929e-01 9.689e-04 2.74e-05
805.7 8.054e-03 130.76 1542.8 4.130e-19 2.367e-01 1.049e+05 4.21e-13
time lag to reach 2 n* at nose = 62.54 ns
T = 550 K: master equation / formula = 0.9892, expected 0.9901
T = 620 K: master equation / formula = 0.9924, expected 0.9928
T = 700 K: master equation / formula = 0.9957, expected 0.9959
order threshold of W*/kT at growth peak = 0.5133
simple sufficient bound for W*/kT = 0.5621
gamma at threshold = 0.01104 J/m^2
nucleation peak at 0.9 gamma_c = 814.3 K, at 1.1 gamma_c = 797.4 K
random materials: normal order 245, reversed order 155
simulated fraction where the law gives 0.5: 0.5054
cooling rate leaving X = 1/2: 5.592e+07 K/s
nose estimate of that rate:   3.086e+08 K/s
nose estimate / integral = 5.52
```
